# Surface Impedance of a Maxwellian Plasma in the Extreme Anomalous Skin Limit

## 1. Why the phase is fixed

Consider a plasma half-space whose surface field grows as \(e^{st}\), with \(s\) real and positive. An electron of thermal speed \(v_t\) crosses a field structure of wavenumber \(k\) in a time of order \(1/(kv_t)\). If this is much shorter than both \(1/s\) and the collision time, the crossing time plays the part that the collision time has in an ordinary conductor:

\[
\sigma(k)\sim \frac{ne^2}{m}\,\frac{1}{|k|v_t}=\frac{\epsilon_0\omega_p^2}{|k|v_t}.
\]

This is real and independent of \(s\). The estimate gives the scaling, not the carriers. The time \(1/(kv_t)\) is the time in which the spread of \(v_z\) dephases the current. In an oscillating field without collisions, the power is absorbed by resonant electrons with \(|v_z|=\omega/k\), which are much slower than \(v_t\) in this regime (Section 9). Balancing \(k^2\) against \(s\mu_0\sigma(k)\) leaves one length, \((c^2v_t/s\omega_p^2)^{1/3}\), and a mirror-like wall adds no other. The surface impedance, the ratio of tangential electric to magnetic field, is \(s\mu_0\) times this length times a real positive number. Hence \(Z\propto s^{2/3}\).

An oscillation \(e^{-i\omega t}\) corresponds to \(s=-i\omega\), so \(Z\propto(-i)^{2/3}=e^{-i\pi/3}\). Writing \(Z=R-iX\) gives \(X/R=\tan(\pi/3)=\sqrt3\). This argument presumes that the limit exists and that the continuation in \(s\) is allowed. The derivation below establishes both and supplies the magnitude and the leading correction.

## 2. Model and result

The plasma fills \(z>0\). The fields are \(E_x=E(z)e^{-i\omega t}\) and \(H_y=H(z)e^{-i\omega t}\), and SI units are used. The assumptions are:

- the field is weak, and the unperturbed electrons are an isotropic Maxwellian of uniform density \(n\) and temperature \(T\);
- electrons reflect specularly at \(z=0\);
- collisions relax the perturbation at a constant rate \(\nu\);
- ions are fixed, and displacement current is neglected.

Define

\[
v_t=\sqrt{\frac{2k_BT}{m}},\qquad
K^3=\frac{\sqrt\pi\,\omega\,\omega_p^2}{c^2v_t},\qquad
\varepsilon=\frac{\omega+i\nu}{Kv_t}.
\]

The extreme anomalous limit is \(|\varepsilon|\to0\): a thermal electron crosses the length \(1/K\) in a small fraction of both the field period and the collision time. In that limit

\[
Z=\frac{E(0)}{H(0)}\to\frac{4\mu_0\omega}{3\sqrt3\,K}e^{-i\pi/3},\qquad
R=\frac{2\mu_0\omega}{3\sqrt3\,K},\qquad X=\sqrt3\,R .
\]

With \(e^{-i\omega t}\), an inductor has impedance \(-i\omega L\), so positive \(X\) is inductive. Codes that use \(e^{+j\omega t}\) need the complex conjugate, \(Z=R+jX\).

## 3. Field equation and electron response

Faraday's law gives \(E'=i\omega\mu_0H\), and Ampère's law gives \(-H'=J\). Therefore

\[
E''=-i\omega\mu_0J,\qquad Z=i\omega\mu_0\frac{E(0)}{E'(0^+)}. \tag{1}
\]

For electrons of charge \(-e\), the linearized kinetic equation is

\[
-i(\omega+i\nu)f_1+v_z\frac{\partial f_1}{\partial z}
=\frac{e}{m}E\frac{\partial f_0}{\partial v_x}.
\]

The magnetic force is absent at this order because \(\partial f_0/\partial\mathbf v\) is parallel to \(\mathbf v\), so \((\mathbf v\times\mathbf B)\cdot\partial f_0/\partial\mathbf v=0\).

Multiply by \(-ev_x\) and integrate over \(v_x,v_y\). Let \(G(z,v)\) be the current per unit \(v=v_z\), and let \(F(v)=e^{-v^2/v_t^2}/(\sqrt\pi v_t)\). Integration by parts gives \(\int v_x\,\partial_{v_x}f_0\,dv_xdv_y=-nF\), so

\[
-i(\omega+i\nu)G+v\,\partial_zG=\epsilon_0\omega_p^2FE,\qquad J=\int G\,dv. \tag{2}
\]

Specular reflection reverses \(v_z\) and preserves \(v_x\), so \(G(0,v)=G(0,-v)\).

Now extend the problem to \(z<0\) by \(E(-z)=E(z)\) and \(G(-z,v)=G(z,-v)\). Reversing both \(z\) and \(v\) leaves \(v\,\partial_z\) unchanged, so (2) holds on both sides. The wall condition makes \(G\) continuous at \(z=0\). Electrons can therefore be treated as crossing the plane freely. What remains of the surface is the kink in \(E\): its slope jumps from \(-E'(0^+)\) to \(E'(0^+)\), and

\[
E''=-i\omega\mu_0J+2E'(0^+)\delta(z). \tag{3}
\]

With \(E_k=\int E\,e^{-ikz}dz\), equation (2) gives

\[
\sigma(k)=i\epsilon_0\omega_p^2\int_{-\infty}^{\infty}\frac{F(v)\,dv}{\omega+i\nu-kv}.
\]

The Faddeeva function is \(w(\zeta)=(i/\pi)\int e^{-u^2}du/(\zeta-u)\) for \(\operatorname{Im}\zeta>0\), continued to the real axis from above. Setting \(v=v_tu\) gives

\[
\sigma(k)=\frac{\sqrt\pi\,\epsilon_0\omega_p^2}{|k|v_t}\,w(\zeta),\qquad
\zeta=\frac{\omega+i\nu}{|k|v_t}. \tag{4}
\]

At small \(\zeta\), \(w\to1\), which is the real \(1/|k|\) law of Section 1.

## 4. The impedance integral

For \(k>0\), \(i\omega\mu_0\sigma=iK^3w/k\), because \(\mu_0\epsilon_0=1/c^2\). Transforming (3) gives \(-k^2E_k=-i\omega\mu_0\sigma E_k+2E'(0^+)\), so

\[
E_k=-\frac{2E'(0^+)}{k^2-i\omega\mu_0\sigma(k)}.
\]

Since \(E_k\) is even in \(k\), \(E(0)=(1/\pi)\int_0^\infty E_k\,dk\). Put \(k=K\kappa\) and use (1):

\[
Z=-\frac{i\omega\mu_0}{K}p,\qquad
p=\frac2\pi\int_0^\infty\frac{d\kappa}{D(\kappa)},\qquad
D=\kappa^2-\frac{i}{\kappa}w\!\left(\frac{\varepsilon}{\kappa}\right). \tag{5}
\]

The complex length \(p/K\) measures the field penetration. Its real part gives \(X=\mu_0\omega\operatorname{Re}p/K\), and its imaginary part gives \(R=\mu_0\omega\operatorname{Im}p/K\).

Equation (5) holds at any \(\varepsilon\) within the model and is the form to implement. With \(\kappa=e^t\), the integrand becomes \(e^t/D\), which decays exponentially at both ends, so a uniform trapezoidal grid in \(t\) is suitable.

## 5. Taking the limit

At fixed \(\kappa\), \(w(\varepsilon/\kappa)\to1\). At \(\kappa\lesssim|\varepsilon|\), however, the replacement fails however small \(\varepsilon\) is. A bound shows that this region does not matter.

Write \(\zeta=x+iy\) with \(x,y\ge0\). For \(y>0\),

\[
\operatorname{Re}w=\frac y\pi\int_{-\infty}^{\infty}\frac{e^{-u^2}du}{(x-u)^2+y^2}>0,
\]
\[
\operatorname{Im}w=\frac1\pi\int_0^\infty
\frac{r\,[e^{-(x-r)^2}-e^{-(x+r)^2}]}{r^2+y^2}\,dr\ge0.
\]

On the real axis \(\operatorname{Re}w=e^{-x^2}>0\), and \(\operatorname{Im}w\ge0\) by continuity. Thus \(A=-iw/\kappa\) has a nonnegative real part, and

\[
|D|^2=\kappa^4+2\kappa^2\operatorname{Re}A+|A|^2
\quad\Rightarrow\quad |D|\ge\kappa^2,\quad |D|\ge\frac{|w|}{\kappa}.
\]

Because \(w\) has no zero in this quadrant and \(|\zeta||w|\to1/\sqrt\pi\) at large \(|\zeta|\), there is a constant \(C>0\) with \((1+|\zeta|)|w|\ge C\). Hence

\[
\frac1{|D|}\le\min\left(\frac1{\kappa^2},\frac{\kappa+|\varepsilon|}{C}\right).
\]

For \(|\varepsilon|\le1\) this is below a fixed integrable function, so dominated convergence permits \(w\to1\) under the integral:

\[
p_0=\frac2\pi\int_0^\infty\frac{\kappa\,d\kappa}{\kappa^3-i}. \tag{6}
\]

To evaluate it, first let \(a>0\) and set \(\kappa=ax\):

\[
\int_0^\infty\frac{\kappa\,d\kappa}{\kappa^3+a^3}=\frac{I}{a},\qquad
I=\int_0^\infty\frac{x\,dx}{1+x^3}.
\]

The substitution \(x\to1/x\) shows that \(I=\int_0^\infty dx/(1+x^3)\) as well. Adding the two forms and cancelling \(1+x\) gives

\[
2I=\int_0^\infty\frac{dx}{x^2-x+1}
=\frac2{\sqrt3}\left(\frac\pi2+\frac\pi6\right)
=\frac{4\pi}{3\sqrt3},
\]

so \(I=2\pi/(3\sqrt3)\). Both sides of the formula in \(a\) are analytic for \(|\arg a|<\pi/3\), since \(\kappa^3+a^3\) cannot vanish there. The value \(a^3=-i\) is reached within this sector at \(a=e^{-i\pi/6}\). Therefore

\[
p_0=\frac4{3\sqrt3}e^{i\pi/6}=\frac23+\frac{2i}{3\sqrt3}.
\]

The ratio of real to imaginary part is \(\sqrt3\), and inserting \(p_0\) in (5) gives the result of Section 2. Since \(1/K\propto(v_t/\omega n)^{1/3}\), the limiting resistance scales as \(\omega^{2/3}n^{-1/3}T^{1/6}\).

## 6. Leading correction

For small \(\zeta\), \(w=1+2i\zeta/\sqrt\pi+O(\zeta^2)\). The denominator changes by \(\delta D=2\varepsilon/(\sqrt\pi\kappa^2)\), and with \(D_0=(\kappa^3-i)/\kappa\),

\[
\delta p=-\frac2\pi\int_0^\infty\frac{\delta D}{D_0^2}\,d\kappa
=-\frac{4\varepsilon}{\pi^{3/2}}\int_0^\infty\frac{d\kappa}{(\kappa^3-i)^2}.
\]

From Section 5, \(\int_0^\infty d\kappa/(\kappa^3+b)=I\,b^{-2/3}\). Differentiating with respect to \(b\) gives \(\int_0^\infty d\kappa/(\kappa^3+b)^2=\tfrac23I\,b^{-5/3}\). At \(b=e^{-i\pi/2}\), \(b^{-5/3}=e^{5i\pi/6}\). Thus

\[
\delta p=-\frac{16\,\varepsilon}{9\sqrt{3\pi}}e^{5i\pi/6}
=\frac{16\,\varepsilon}{9\sqrt{3\pi}}e^{-i\pi/6},\qquad
\frac{\delta p}{p_0}=\frac{4\varepsilon}{3\sqrt\pi}e^{-i\pi/3}. \tag{7}
\]

The region \(\kappa\lesssim|\varepsilon|\), where the expansion fails, has width of order \(|\varepsilon|\) and an integrand of the same order, so it contributes at order \(|\varepsilon|^2\). The next terms outside it contain \(\varepsilon^2\int d\kappa/\kappa\), which adds a logarithm. In a numerical test at \(|\varepsilon|=0.01\) and \(0.001\), with phases 0, 45 and 90 degrees, the remainder in \(p/p_0\) stayed below \(3|\varepsilon|^2[1+\ln(1/|\varepsilon|)]\).

The phase of \(p\) is \(\pi/6+\eta\), where to first order

\[
\eta=\operatorname{Im}\frac{\delta p}{p_0}
=-\frac{2}{3\sqrt\pi}\,\frac{\sqrt3\,\omega-\nu}{Kv_t}.
\]

Since \(\cot(\pi/6+\eta)\simeq\sqrt3-4\eta\),

\[
\frac XR\simeq\sqrt3+\frac8{3\sqrt\pi}\,\frac{\sqrt3\,\omega-\nu}{Kv_t}. \tag{8}
\]

Electron inertia raises the ratio and collisions lower it. The first-order terms cancel at \(\nu=\sqrt3\,\omega\), and there the cancellation holds to all orders. With \(\varepsilon=|\varepsilon|e^{i\pi/3}\), rotate the contour in (5) to \(\kappa=ue^{-i\pi/6}\). No zero of \(D\) is crossed, because \(\kappa^3\) has argument in \([-\pi/2,0]\) while \(iw\) has argument in \([\pi/2,\pi)\). On the new contour \(\zeta\) is imaginary, \(w\) is real and \(D=e^{-i\pi/3}(u^2+w/u)\), so \(p\) has phase \(\pi/6\) for every \(|\varepsilon|\). A ratio near \(\sqrt3\) is therefore not sufficient evidence that the limit has been reached; \(|\varepsilon|\) must be checked separately.

For \(\nu=0\), the full integral gives:

| \(\varepsilon\) | \(X/R\) |
|---:|---:|
| 0.3 | 2.978 |
| 0.1 | 2.042 |
| 0.03 | 1.815 |
| 0.01 | 1.759 |
| 0.001 | 1.735 |

## 7. The opposite, local limit

When \(|\varepsilon|\gg1\), electrons move little through the field structure during a period or a collision time. Then \(w(\zeta)\simeq i/(\sqrt\pi\zeta)\), and (5) becomes

\[
D\simeq\kappa^2+q^2,\qquad q^2=\frac1{\sqrt\pi\,\varepsilon},\qquad p=\frac1q,
\]

with \(\operatorname{Re}q>0\), because \(\int_0^\infty d\kappa/(\kappa^2+q^2)=\pi/(2q)\).

If collisions dominate, \(\varepsilon=i|\varepsilon|\), \(p\propto e^{i\pi/4}\) and \(X=R\). The full integral at \(\varepsilon=50i\) gives \(X/R=1.000\). If inertia dominates, \(\varepsilon\) is real, \(p\) is real and \(R\) vanishes at this order. The collisionless ratio must therefore become large as \(\varepsilon\) grows, in line with the upward trend in the table.

## 8. Example: a 2 MHz argon plasma

Take rough values for a low-frequency inductive source: \(n=10^{12}\ \mathrm{cm^{-3}}\), \(k_BT=5\) eV, and argon at 1 mTorr and 300 K. A rough electron–argon rate coefficient of \(10^{-7}\ \mathrm{cm^3/s}\) gives \(3.22\times10^6\ \mathrm{s^{-1}}\). Electron–ion collisions, taken at the Braginskii rate \(1/\tau_e\) with \(\ln\Lambda\approx12.1\), add \(3.14\times10^6\ \mathrm{s^{-1}}\), so \(\nu=6.35\times10^6\ \mathrm{s^{-1}}\), summed before rounding.

With \(\omega=1.257\times10^7\ \mathrm{s^{-1}}\), \(\omega_p=5.64\times10^{10}\ \mathrm{s^{-1}}\) and \(v_t=1.326\times10^6\) m/s,

\[
K=\left[\frac{1.772\,(1.257\times10^7)(5.64\times10^{10})^2}
{(2.998\times10^8)^2(1.326\times10^6)}\right]^{1/3}\mathrm{m^{-1}}
=84.1\ \mathrm{m^{-1}},
\]

so \(1/K=11.9\) mm and \(\varepsilon=0.113+0.057i\). The limiting resistance is

\[
R=\frac{2(4\pi\times10^{-7})(1.257\times10^7)}{3\sqrt3\,(84.1)}\ \Omega
=72.3\ \mathrm{m\Omega},
\]

and \(X=\sqrt3R=125.2\ \mathrm{m\Omega}\). The full integral gives \(R=71.1\ \mathrm{m\Omega}\), \(X=139.9\ \mathrm{m\Omega}\) and \(X/R=1.97\), which is 14% above \(\sqrt3\). Equation (8) predicts \(1.732+1.505(0.195-0.057)=1.94\).

Equation (7) explains why \(R\) moves so little. Its imaginary part is proportional to \(\sqrt3\,\nu-\omega\), and here the two terms nearly cancel. First order gives \(-1.1\%\) for \(R\), against \(-1.6\%\) from the full integral. The real part of (7) is proportional to \(\sqrt3\,\omega+\nu\), so both effects raise \(X\). The near-cancellation in \(R\) depends on the assumed argon rate, which is uncertain by about a factor of two: with \(2.2\times10^{-7}\ \mathrm{cm^3/s}\), \(R\) lies 3.4% above its limit and \(X/R=1.90\). The constant rate is also only a stand-in for Coulomb scattering, which is small-angle and falls as \(v^{-3}\). Treating the electron–ion part with a Lorentz pitch-angle operator, at the original argon rate, gives \(X/R=1.98\) and \(-2.0\%\) for \(R\). This still omits electron–electron deflection, which is of the same order for singly charged ions. Adding it roughly as pitch-angle scattering, with or without a loss of current from the lowest harmonic, gives \(X/R\) between 1.96 and 2.01 and \(R\) between 0.5% and 4% below its limit.

As a test of the wall treatment, equation (2) was also solved in real space by following electrons to the wall, reflecting them and following them back. This used neither the even extension nor a Fourier transform. The resulting \(p\) differed from (5) by a relative \(1.2\times10^{-4}\).

Lowering the frequency alone does not lead to the limit. At fixed \(n\), \(T\) and \(\nu\), \(K\propto\omega^{1/3}\), so \(|\varepsilon|^2\propto(\omega^2+\nu^2)\omega^{-2/3}\). This is smallest at \(\omega=\nu/\sqrt2\), or about 0.7 MHz here, where \(|\varepsilon|\) is still about 0.10. Lowering the gas pressure helps only partly, because the electron–ion rate is fixed by \(n\) and \(T\): with the gas term removed altogether, the minimum is \(|\varepsilon|\approx0.06\), near 0.35 MHz.

## 9. Use for real sources

The example's parameters are meant to be representative of a low-pressure inductive source, but the density is high for this pressure: the electron pressure \(nk_BT\approx0.8\) Pa is six times the assumed gas pressure, so the neutrals would be depleted and the argon collision rate lowered. At one fifth of the gas density, \(X/R=2.01\) and \(R\) lies 4.9% below its limit. The uniform, weakly driven half-space is also an idealization. Each change below is relative to the full-integral result, with the other settings held fixed.

- **Wall scattering.** A fully diffuse wall raises \(|Z|\) by 18% and gives \(X/R=2.00\).
- **Finite thickness.** For a 20 cm slab with specular walls, the result depends on the symmetry of the drive. Equal \(E\) (opposite \(H\)) on the two faces raises \(|Z|\) by 0.2% and gives \(X/R=1.99\). Equal \(H\) on the two faces, as in a solenoidal coil, lowers \(|Z|\) by 0.1% and gives \(X/R=1.95\). Driving one face with \(H=0\) at the other gives \(X/R=1.97\).
- **Displacement current.** Including it changes \(p\) by about \(10^{-7}\) relative.
- **Sheath.** An electron-free gap of width \(s\) adds \(\mu_0\omega s\) to the reactance. The Debye length is 17 µm; a gap of ten Debye lengths, taken for illustration, would add about 2.6 mΩ, or 2% of \(X\).
- **Density profile.** In a real discharge the density falls toward the wall, to roughly a third of the central value at 1 mTorr and 20 cm, and electrons move in an ambipolar well several eV deep. The resonant electrons carry only about 0.06 eV in \(v_z\). As an illustration, take the 20 cm slab with equal \(E\), \(10^{12}\ \mathrm{cm^{-3}}\) at the centre and a parabolic well (Gaussian density). An edge-to-centre ratio of 0.6 raises \(|Z|\) by 42% and gives \(X/R=1.71\); a ratio of 0.34 raises it by 80% and gives \(X/R\approx2.9\). These values belong to the assumed well shape, but they exceed every other change in this list.

The weak-field assumption is also broken at operating power. For absorbed power flux \(S\), \(H(0)=\sqrt{2S/R}\). A rough sustaining flux of 1 W/cm² gives a surface magnetic field of 0.67 mT. With \(\omega_c=eB/m\), the bending parameter \(\omega_c/(Kv_t)\) is then 1.05: a thermal electron turns through about one radian while crossing \(1/K\). The linear impedance should not be used as a prediction under that drive, and the resulting change in \(X/R\) has not been calculated here.

Slow electrons set a stricter condition. Those with \(v_z\sim\omega/K\) stay in the layer for about \(1/\omega\), during which the magnetic force can change \(v_z\) by about \(\omega_cv_t/\omega\). Requiring this to be small compared with \(\omega/K\) gives

\[
\frac{\omega_c}{Kv_t}\ll\left(\frac{\omega}{Kv_t}\right)^2=0.013 .
\]

Setting the left side to one tenth of the right gives a flux near 1.5 µW/cm². This is an order-of-magnitude estimate, not a sharp threshold. That flux corresponds to a field of about 0.8 µT, well below the Earth's static field of about 50 µT, for which \(\omega_c\approx0.7\,\omega\). A static 50 µT field normal to the wall replaces \(\omega\) by \(\omega\pm\omega_c\) in \(\varepsilon\), so the two circular polarizations have \(X/R=2.25\) and 1.74, while their mean, the co-polarized impedance for a linearly polarized surface \(H\), keeps \(X/R=1.97\). A normal field leaves \(v_z\) unchanged, but a tangential one does not: 50 µT parallel to \(E\), in the 20 cm slab driven on one face, lowers \(R\) by 16% and raises \(X/R\) from 1.97 to about 2.45. The example should accordingly be read as the response to a weak probing field of a uniform, unmagnetized plasma that is sustained without an rf magnetic field in the same layer.

## Computed results

```
Frequency: 2.00 MHz
Electron density: 1.00e+12 cm^-3
Electron temperature: 5.0 eV
Argon pressure: 1.0 mTorr
Gas temperature: 300 K
Rate coefficient e-Ar (rough): 1.0e-07 cm^3/s
Angular frequency omega: 1.2566e+07 s^-1
Plasma frequency omega_p: 5.6415e+10 s^-1
Thermal speed v_t: 1.3262e+06 m/s
Coulomb logarithm: 12.06
Collision rate with gas: 3.219e+06 s^-1
Collision rate with ions: 3.135e+06 s^-1
Total collision rate nu: 6.354e+06 s^-1
Wavenumber K: 84.10 m^-1
Length 1/K: 11.89 mm
Mean free path v_t/nu: 20.9 cm
eps real part: 0.1127
eps imaginary part: 0.0570
Limit p: 0.66667 + 0.38490 i
Limit p by quadrature: 0.66667 + 0.38490 i
Lower bound of (1+|zeta|)|w|: 0.5642
R in the limit: 72.28 mOhm
X in the limit: 125.19 mOhm
R from full integral: 71.12 mOhm
X from full integral: 139.93 mOhm
X/R in the limit, sqrt(3): 1.73205
X/R from full integral: 1.9675
X/R from first-order formula: 1.9399
X/R from real-space mirror wall: 1.9672
X/R collisionless, eps = 0.3: 2.97784
X/R collisionless, eps = 0.1: 2.04159
X/R collisionless, eps = 0.03: 1.81509
X/R collisionless, eps = 0.01: 1.75872
X/R collisionless, eps = 0.001: 1.73466
X/R in local collisional case, eps = 50i: 1.0000
Real-space relative error, eps = 0.3+0.3i: 1.1e-04
Real-space relative error, example: 1.2e-04
Diffuse wall X/R: 1.9967
Diffuse/specular |Z|: 1.1761
Slab thickness: 20 cm
Slab X/R: 1.9890
Slab/half-space |Z|: 1.0021
Displacement current, relative change: 7.7e-08
Debye length: 16.6 um
Sustaining power flux (rough): 1.0 W/cm^2
Surface rf magnetic field at that flux: 0.666 mT
Orbit bending omega_c/(K v_t) at that flux: 1.051
Slow-electron bound (omega/(K v_t))^2: 0.0127
Flux at one tenth of that bound: 1.46e+00 uW/cm^2
```
